# Why the sum of in-sphere L is not the orbital magnetization: a numerical check

```python
"""Orbital magnetization is not the sum of in-sphere <L>.

Result under test (atomic units, electron charge -1, one filled band):
  m = A Im int d2k/(2pi)^2 <dx u|(H + E - 2 mu)|dy u>
m: orbital moment per cell, A: cell area, u: cell-periodic Bloch state,
E: its energy, mu: chemical potential in the gap.
LC (local circulation) is the H part, IC (itinerant) the E part.
The model is the Haldane honeycomb lattice with one s orbital per site,
so that every on-site <L> is zero. Energies in eV, lengths in angstrom.
A moment X in eV angstrom^2 (times e/hbar) is X/(hbar^2/2m_e) in mu_B.
"""
import numpy as np
from scipy import constants as sc
from scipy.special import erfc

MAGNETON = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20   # eV angstrom^2
EV_PER_T = sc.physical_constants['Bohr magneton in eV/T'][0]
LATTICE = 4.0
T1, T2, PHASE = 2.0, 0.4, np.pi / 4
CELL = LATTICE * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
AREA = np.linalg.det(CELL)
TAU = np.array([[0.0, 0.0], [1 / 3, 1 / 3]])        # fractional positions


def haldane(stagger, phase):
    """List of (target orbital, source orbital, cell shift, amplitude)."""
    hops = [(0, 0, (0, 0), stagger), (1, 1, (0, 0), -stagger)]

    def add(target, source, shift, amp):
        hops.append((target, source, shift, amp))
        back = (-shift[0], -shift[1])
        hops.append((source, target, back, np.conj(amp)))

    for shift in [(0, 0), (-1, 0), (0, -1)]:
        add(1, 0, shift, T1)
    for shift in [(1, 0), (-1, 1), (0, -1)]:
        add(0, 0, shift, T2 * np.exp(1j * phase))
        add(1, 1, shift, T2 * np.exp(-1j * phase))
    return hops


def bloch(hops, kfrac):
    """Bloch Hamiltonian and its two Cartesian k derivatives."""
    ham = np.zeros((3,) + kfrac.shape[:-1] + (2, 2), complex)
    for a, b, shift, amp in hops:
        frac = np.array(shift) + TAU[a] - TAU[b]
        cart = frac @ CELL
        term = amp * np.exp(-2j * np.pi * (kfrac @ frac))
        ham[0, ..., a, b] += term
        ham[1, ..., a, b] += -1j * cart[0] * term
        ham[2, ..., a, b] += -1j * cart[1] * term
    return ham


def mesh(points):
    g = np.arange(points) / points
    return np.stack(np.meshgrid(g, g, indexing='ij'), axis=-1)


def bulk_moment(hops):
    """LC, IC and the slope dm/dmu (mu_B, mu_B, mu_B/eV); band edges."""
    ham, dhx, dhy = bloch(hops, mesh(120))
    en, vec = np.linalg.eigh(ham)
    low, up = vec[..., 0], vec[..., 1]
    xlu = np.einsum('...i,...ij,...j', low.conj(), dhx, up)
    yul = np.einsum('...i,...ij,...j', up.conj(), dhy, low)
    metric = np.imag(xlu * yul) / (en[..., 1] - en[..., 0])**2
    # A * int d2k/(2pi)^2 is the mean over the mesh
    lc = np.mean(metric * en[..., 1]) / MAGNETON
    ic = np.mean(metric * en[..., 0]) / MAGNETON
    slope = -2 * np.mean(metric) / MAGNETON
    return lc, ic, slope, en[..., 0].max(), en[..., 1].min()


def plaquette_moment(hops, mu, points=200):
    """Chern number and moment from Berry fluxes weighted by mu - d0."""
    g = np.arange(points + 1) / points
    grid = np.stack(np.meshgrid(g, g, indexing='ij'), axis=-1)
    u = np.linalg.eigh(bloch(hops, grid)[0])[1][..., 0]

    def link(p, r):
        return np.sum(p.conj() * r, axis=-1)

    c00, c10, c11, c01 = u[:-1, :-1], u[1:, :-1], u[1:, 1:], u[:-1, 1:]
    loop = link(c00, c10) * link(c10, c11) * link(c11, c01) * link(c01, c00)
    flux = -np.angle(loop)
    centre = bloch(hops, mesh(points) + 0.5 / points)[0]
    d0 = np.trace(centre, axis1=-2, axis2=-1).real / 2
    moment = AREA * np.sum(flux * (mu - d0)) / (2 * np.pi)**2 / MAGNETON
    return flux.sum() / (2 * np.pi), moment


def flux_levels(hops, q, sign):
    """Levels of q cells without edges, sign/q flux quanta in each cell."""
    ham = np.zeros((2 * q, 2 * q), complex)
    k1, k2 = 0.3, 0.7
    for a, b, shift, amp in hops:
        frac = np.array(shift) + TAU[a] - TAU[b]
        wrap_factor = np.exp(1j * k1 - 2j * np.pi * sign * TAU[a, 1])
        for n in range(q):
            middle = n + TAU[b, 0] + frac[0] / 2
            peierls = -2 * np.pi * sign / q * middle * frac[1]
            wrap, n_new = divmod(n + shift[0], q)
            ham[2 * n_new + a, 2 * n + b] += (
                amp * np.exp(1j * (peierls - k2 * frac[1]))
                * wrap_factor**(-wrap))
    assert np.allclose(ham, ham.conj().T, atol=1e-9)
    return np.linalg.eigvalsh(ham)


def field_moment(levels, q, mu):
    """-d(grand potential)/dB per cell by a central difference, in mu_B."""
    omega = [np.sum(e[e < mu] - mu) / q for e in levels]
    return -(omega[0] - omega[1]) * AREA / (4 * np.pi / q) / MAGNETON


def flake(hops, size):
    """Total, local and itinerant moment of an open flake; orbital speeds."""
    ham = np.zeros((2 * size**2, 2 * size**2), complex)
    pos = np.zeros((2 * size**2, 2))
    for n1 in range(size):
        for n2 in range(size):
            cell = n1 * size + n2
            for s in range(2):
                pos[2 * cell + s] = (np.array([n1, n2]) + TAU[s]) @ CELL
            for a, b, shift, amp in hops:
                m1, m2 = n1 + shift[0], n2 + shift[1]
                if 0 <= m1 < size and 0 <= m2 < size:
                    ham[2 * (m1 * size + m2) + a, 2 * cell + b] += amp
    pos -= pos.mean(axis=0)
    en, vec = np.linalg.eigh(ham)
    nocc = size**2
    occ = vec[:, :nocc]
    # localized orbitals: occupied space projected on the low-energy sites
    left, sing, right = np.linalg.svd(occ[1::2])
    assert sing.min() > 0.1
    w = occ @ (right.conj().T @ left.conj().T)
    x, y = pos[:, :1], pos[:, 1:]
    hw = ham @ w
    total = np.imag(np.sum((x * w).conj() * (ham @ (y * w)), axis=0))
    vx = -2 * np.imag(np.sum(hw.conj() * (x * w), axis=0))
    vy = -2 * np.imag(np.sum(hw.conj() * (y * w), axis=0))
    weight = np.abs(w)**2
    xc, yc = np.sum(x * weight, axis=0), np.sum(y * weight, axis=0)
    drift = -0.5 * (xc * vy - yc * vx)
    parts = np.array([total.sum(), (total - drift).sum(), drift.sum()])
    speed = np.hypot(vx, vy)
    middle = (size // 2) * size + size // 2
    return parts / MAGNETON, speed[middle], speed.max(), en[nocc] - en[nocc-1]


def gaussian_ring(alpha, side, radius):
    """Sphere, drift, interstitial and analytic total L_z/hbar (3D)."""
    ang = 2 * np.pi * np.arange(3) / 3
    cen = side / np.sqrt(3) * np.stack([np.cos(ang), np.sin(ang)], axis=1)
    coef = np.exp(1j * ang)

    def density(x, y):
        psi, gx, gy = 0, 0, 0
        for c, (cx, cy) in zip(coef, cen):
            g = c * np.exp(-alpha * ((x - cx)**2 + (y - cy)**2))
            psi = psi + g
            gx = gx - 2 * alpha * (x - cx) * g
            gy = gy - 2 * alpha * (y - cy) * g
        return np.imag(np.conj(psi) * gx), np.imag(np.conj(psi) * gy)

    dist2 = np.sum((cen[:, None] - cen[None])**2, axis=-1)
    pair = np.outer(coef.conj(), coef) * np.exp(-alpha * dist2 / 2)
    cross = np.outer(cen[:, 0], cen[:, 1])
    cross = cross - cross.T
    analytic = np.real(-1j * alpha * np.sum(pair * cross) / pair.sum())
    norm = (np.pi / (2 * alpha))**1.5 * pair.sum().real
    node, wt = np.polynomial.legendre.leggauss(32)
    r = (node + 1) * radius / 2
    phi = 2 * np.pi * np.arange(48) / 48
    rr, ct, ph = np.meshgrid(r, node, phi, indexing='ij')
    vol = (wt * radius / 2 * r**2)[:, None, None] * wt[None, :, None]
    vol = vol * (2 * np.pi / 48) * np.exp(-2 * alpha * (rr * ct)**2)
    dx = rr * np.sqrt(1 - ct**2) * np.cos(ph)
    dy = rr * np.sqrt(1 - ct**2) * np.sin(ph)
    own, drift = 0.0, 0.0
    for cx, cy in cen:
        px, py = density(cx + dx, cy + dy)
        own += np.sum(vol * (dx * py - dy * px))
        drift += cx * np.sum(vol * py) - cy * np.sum(vol * px)
    step = 0.02
    g = np.arange(-7, 7, step) + step / 2
    x, y = np.meshgrid(g, g, indexing='ij')
    outside = np.ones_like(x)
    for cx, cy in cen:
        height2 = radius**2 - (x - cx)**2 - (y - cy)**2
        cap = np.sqrt(np.maximum(height2, 0))
        outside = outside * erfc(np.sqrt(2 * alpha) * cap)
    px, py = density(x, y)
    inter = np.sum(outside * (x * py - y * px)) * step**2
    inter *= np.sqrt(np.pi / (2 * alpha))
    return own / norm, drift / norm, inter / norm, analytic


print(f"hbar^2/(2 m_e) = {MAGNETON:.5f} eV angstrom^2")
print(f"lattice constant = {LATTICE:.1f} angstrom, area = {AREA:.4f} angstrom^2")
print(f"t1 = {T1:.1f} eV, t2 = {T2:.1f} eV, phase = {PHASE/np.pi:.2f} pi")

# Continuum example: the spheres see little of the ring current
ALPHA, SIDE, RADIUS = 0.5, 2.5, 1.2
own, drift, inter, total = gaussian_ring(ALPHA, SIDE, RADIUS)
assert abs(own + drift + inter - total) < 2e-4   # kink at sphere rims
assert abs(own) < 0.2 * abs(total)
print(f"Gaussians: exponent {ALPHA} angstrom^-2, side {SIDE} angstrom, "
      f"sphere radius {RADIUS} angstrom")
print(f"ring: sum of in-sphere L_z about own centres = {own:.5f} hbar")
print(f"ring: drift term sum R x p = {drift:.5f} hbar")
print(f"ring: interstitial L_z = {inter:.5f} hbar")
print(f"ring: sum of three parts = {own + drift + inter:.5f} hbar")
print(f"ring: analytic total L_z = {total:.5f} hbar")

# Lattice model in both phases, against the edgeless lattice in a field
MUS = (-1.5, 0.0)
QS = (200, 400)
for name, stagger in (("ordinary", 3.0), ("Chern", 0.0)):
    hops = haldane(stagger, PHASE)
    lc, ic, slope, top, bottom = bulk_moment(hops)
    assert top < min(MUS) and max(MUS) < bottom
    chern, _ = plaquette_moment(hops, 0.0)
    assert abs(chern - round(chern)) < 1e-8
    assert abs(round(chern)) == (1 if name == "Chern" else 0)
    expected_slope = AREA * round(chern) / (2 * np.pi) / MAGNETON
    assert abs(slope - expected_slope) < 1e-6
    print(f"{name}: staggered energy = {stagger:.1f} eV, "
          f"Chern number = {round(chern)}")
    print(f"{name}: valence top = {top:.4f} eV, "
          f"conduction bottom = {bottom:.4f} eV")
    print(f"{name}: dm/dmu = {slope:.5f} mu_B/eV per cell")
    levels = {q: [flux_levels(hops, q, s) for s in (1, -1)] for q in QS}
    for mu in MUS:
        moment = lc + ic + slope * mu
        for q in QS:
            extra = [int(np.sum(e < mu)) - q for e in levels[q]]
            assert extra == [round(chern), -round(chern)]
        coarse, fine = [field_moment(levels[q], q, mu) for q in QS]
        limit = (4 * fine - coarse) / 3          # removes the B^2 error
        plaq = plaquette_moment(hops, mu)[1]
        assert abs(limit - moment) < 2e-4
        assert abs(plaq - moment) < 2e-4
        print(f"{name}, mu = {mu:.1f} eV: bulk formula m = {moment:.5f} mu_B"
              f" = {moment * EV_PER_T:.4e} eV/T per cell")
        print(f"{name}, mu = {mu:.1f} eV: field derivative = {limit:.5f} mu_B,"
              f" Berry fluxes = {plaq:.5f} mu_B")
    print(f"{name}: extra states below mu for +1, -1 flux quantum = {extra}")

# Open flakes: the area coefficient of the total moment
hops = haldane(3.0, PHASE)
lc, ic = bulk_moment(hops)[:2]
assert abs(lc + ic) > 0.005
SIZES = (14, 18, 22)
results = [flake(hops, size) for size in SIZES]
assert min(res[3] for res in results) > 0.5
step = SIZES[1] - SIZES[0]
area_part = (results[2][0] - 2 * results[1][0] + results[0][0]) / (2 * step**2)
assert np.allclose(area_part, [lc + ic, lc, ic], rtol=0, atol=2e-4)
middle_speed, rim_speed = results[2][1:3]
assert middle_speed < 1e-3 * rim_speed
for size, res in zip(SIZES, results):
    print(f"flake {size}x{size} cells: moment per cell = "
          f"{res[0][0] / size**2:.5f} mu_B, gap = {res[3]:.3f} eV")
for label, num, ref in zip(("total", "LC", "IC"), area_part, (lc+ic, lc, ic)):
    print(f"{label} per cell: flakes = {num:.5f} mu_B, bulk = {ref:.5f} mu_B")
print(f"hbar x speed, central orbital = {middle_speed:.1e} eV angstrom")
print(f"hbar x speed, fastest rim orbital = {rim_speed:.4f} eV angstrom")

# Symmetry controls
lc0, ic0 = bulk_moment(haldane(3.0, 0.0))[:2]
lc90, ic90 = bulk_moment(haldane(3.0, np.pi / 2))[:2]
assert abs(lc0) < 1e-10 and abs(ic0) < 1e-10
assert abs(lc90 + ic90) < 1e-10 and abs(lc90) > 1e-3
print(f"phase 0: |LC| and |IC| = {abs(lc0):.5f} and {abs(ic0):.5f} mu_B")
print(f"phase pi/2: LC = {lc90:.5f} mu_B, IC = {ic90:.5f} mu_B per cell")
print("every check passed")
```

Output:

```
hbar^2/(2 m_e) = 3.80998 eV angstrom^2
lattice constant = 4.0 angstrom, area = 13.8564 angstrom^2
t1 = 2.0 eV, t2 = 0.4 eV, phase = 0.25 pi
Gaussians: exponent 0.5 angstrom^-2, side 2.5 angstrom, sphere radius 1.2 angstrom
ring: sum of in-sphere L_z about own centres = 0.01472 hbar
ring: drift term sum R x p = 0.17584 hbar
ring: interstitial L_z = 0.22382 hbar
ring: sum of three parts = 0.41437 hbar
ring: analytic total L_z = 0.41438 hbar
ordinary: staggered energy = 3.0 eV, Chern number = 0
ordinary: valence top = -2.3788 eV, conduction bottom = 0.6818 eV
ordinary: dm/dmu = -0.00000 mu_B/eV per cell
ordinary, mu = -1.5 eV: bulk formula m = -0.02209 mu_B = -1.2784e-06 eV/T per cell
ordinary, mu = -1.5 eV: field derivative = -0.02209 mu_B, Berry fluxes = -0.02208 mu_B
ordinary, mu = 0.0 eV: bulk formula m = -0.02209 mu_B = -1.2784e-06 eV/T per cell
ordinary, mu = 0.0 eV: field derivative = -0.02209 mu_B, Berry fluxes = -0.02208 mu_B
ordinary: extra states below mu for +1, -1 flux quantum = [0, 0]
Chern: staggered energy = 0.0 eV, Chern number = 1
Chern: valence top = -2.3182 eV, conduction bottom = 0.6212 eV
Chern: dm/dmu = 0.57883 mu_B/eV per cell
Chern, mu = -1.5 eV: bulk formula m = -0.51973 mu_B = -3.0084e-05 eV/T per cell
Chern, mu = -1.5 eV: field derivative = -0.51973 mu_B, Berry fluxes = -0.51974 mu_B
Chern, mu = 0.0 eV: bulk formula m = 0.34851 mu_B = 2.0173e-05 eV/T per cell
Chern, mu = 0.0 eV: field derivative = 0.34851 mu_B, Berry fluxes = 0.34850 mu_B
Chern: extra states below mu for +1, -1 flux quantum = [1, -1]
flake 14x14 cells: moment per cell = -0.01835 mu_B, gap = 3.259 eV
flake 18x18 cells: moment per cell = -0.01916 mu_B, gap = 3.193 eV
flake 22x22 cells: moment per cell = -0.01968 mu_B, gap = 3.156 eV
total per cell: flakes = -0.02209 mu_B, bulk = -0.02209 mu_B
LC per cell: flakes = -0.10545 mu_B, bulk = -0.10545 mu_B
IC per cell: flakes = 0.08336 mu_B, bulk = 0.08336 mu_B
hbar x speed, central orbital = 9.8e-09 eV angstrom
hbar x speed, fastest rim orbital = 0.1081 eV angstrom
phase 0: |LC| and |IC| = 0.00000 and 0.00000 mu_B
phase pi/2: LC = -0.15222 mu_B, IC = 0.15222 mu_B per cell
every check passed
```
